Interface thermal conductance of matched cubic crystals from independent chains

**Result and scope**

Two simple-cubic crystals with the same lattice constant a meet at a flat (001) plane. Each atom has one scalar displacement u and springs to its six neighbours. Mass and spring are m₁, K₁ on the left and m₂, K₂ on the right; K_c joins the crystals. For harmonic motion, the conductance per area between two reservoirs is

G = (1/a²) ⟨g(q)⟩,  g(q) = ∫ dω/(2π) c(ω) 𝒯(ω,q),  (1)

where c = ħω ∂n/∂T is the heat capacity of one mode, n is the Bose occupation, and ⟨ ⟩ averages over the in-plane Brillouin zone. The transmission is that of a single chain:

𝒯 = 4K₁K₂ sin θ₁ sin θ₂ / |z₁ + z₂ − z₁z₂/K_c|²,  z_j = K_j(1 − e^{−iθ_j}),  (2)

m_jω² = S_j + 2K_j(1 − cos θ_j),  S_j = 2K_j s,  s = 2 − cos q_xa − cos q_ya.  (3)

Here 0 < θ_j < π. If either band is closed at ω, 𝒯 = 0. The three-dimensional problem becomes a set of chains that differ only in their on-site springs S_j.

**From crystal to chains**

Write the displacement in layer n at in-plane site R as a sum of terms u_n(q)e^{iq·R}. The four in-plane springs of an atom give the restoring term

K_j(4 − e^{iq_xa} − e^{−iq_xa} − e^{iq_ya} − e^{−iq_ya})u_n = 2K_j s u_n.

This is an on-site spring. Vertical springs join equal R, so they do not mix different q. With time dependence e^{−iωt}, a layer away from the interface obeys

m_jω²u_n = S_ju_n + K_j(2u_n − u_{n+1} − u_{n−1}).

Inserting u_n = e^{iθn} gives (3). The separation needs equal in-plane periods and identical atoms within each layer. Misfit dislocations, steps or random masses couple different q.

This step was tested on a real-space cell of 4×3 atoms per layer with Bloch phases on its in-plane bonds and leads built by decimation. At nine frequencies its total transmission agreed with the sum over twelve chains to 2×10⁻⁷.

**Transmission of one chain**

Let the left crystal end at n = 0 and the right one begin at n = 1:

u_n = e^{iθ₁n} + r e^{−iθ₁n} (n ≤ 0),  u_n = t e^{iθ₂(n−1)} (n ≥ 1).

Atom 0 obeys

m₁ω²u₀ = S₁u₀ + K₁(u₀ − u₋₁) + K_c(u₀ − u₁).

The left wave, continued to a fictitious value ū₁ = e^{iθ₁} + r e^{−iθ₁}, also satisfies the bulk equation at n = 0. Subtracting the two equations leaves

K₁(ū₁ − u₀) = K_c(u₁ − u₀).

The same subtraction at atom 1, with ū₀ = t e^{−iθ₂}, gives

K₂(u₁ − ū₀) = K_c(u₁ − u₀).

Since K₁(e^{iθ₁} − 1) = −z₁*, these conditions read

−z₁* − r z₁ = K_c(t − 1 − r),  z₂t = K_c(t − 1 − r).

The second gives r = t(1 − z₂/K_c) − 1. Equating the two left sides and inserting r,

−z₁* − z₁t(1 − z₂/K_c) + z₁ = z₂t,

t = (z₁ − z₁*)/(z₁ + z₂ − z₁z₂/K_c) = 2iK₁ sin θ₁/(z₁ + z₂ − z₁z₂/K_c).

The mean power that a wave of amplitude A sends through a bond is force times velocity:

P = ½ Re[K(u_n − u_{n+1})(−iωu_{n+1})*] = ½ωK sin θ |A|².

Hence 𝒯 = K₂ sin θ₂|t|²/(K₁ sin θ₁), which is (2). It is unchanged when the sides are exchanged.

Two limits check the form. For identical crystals with K_c = K, the denominator is K(1 − e^{−2iθ}), whose squared modulus is 4K² sin²θ, so 𝒯 = 1. At q = 0 and low frequency, θ_j ≈ ω√(m_j/K_j) and z_j ≈ iωZ_j with Z_j = √(K_jm_j). The product z₁z₂ is of second order in ω and drops out:

𝒯 → 4Z₁Z₂/(Z₁ + Z₂)².

**Heat flow**

In one chain, right-moving phonons in dk carry v ħω n dk/(2π). Because v dk = dω, the band velocity cancels, and the net current is ∫dω/(2π) ħω𝒯(n_L − n_R). A small temperature difference turns this into g(q)ΔT. An interface of area N_xN_ya² has N_xN_y values of q, which gives the prefactor 1/a² in (1).

A time-dependent calculation tested this formula. Two chains of 300 atoms with s = 0.3 and the masses and springs of the example below were joined after only the left one had been warmed slightly, at 100 K. The covariance of the motion was propagated, and the current was averaged between 150 and 550 time units √(m₁/K₁), before reflections from the far ends return. It gave 11.971 pW/K; the formula gives 11.970 pW/K.

**Which chains conduct**

Let ρ = (K₂/m₂)/(K₁/m₁), and label the sides so that ρ < 1. From (3), the common band then starts at the left lower edge and ends at the right upper edge:

lo² = 2K₁s/m₁,  hi² = K₂(2s + 4)/m₂.

Setting these equal gives s = ρ(s + 2), so the band closes at

s_c = 2ρ/(1 − ρ).  (4)

If s_c > 4, no chain is closed. Otherwise all chains with s > s_c can be skipped.

**Frequency quadrature**

Near lo, sin θ₁ vanishes as √(ω − lo); near hi, sin θ₂ vanishes as √(hi − ω). The substitution

ω = lo + (hi − lo)(1 − cos φ)/2,  0 < φ < π,

turns these roots into multiples of sin(φ/2) and cos(φ/2), which are smooth. Gauss–Legendre nodes in φ then converge fast. In the example, going from 64 to 128 nodes changes G by a relative 10⁻¹⁴ at N = 64.

**Transverse mesh**

Use the midpoint mesh q_ia = (i + ½)2π/N with N even. Reflection symmetry leaves one quadrant of N²/4 points. The error of this mesh is a sum of Fourier coefficients of g(q) at the nonzero vectors R = Na(m,n), with signs (−1)^{m+n}. Smooth parts of g contribute little, so its singularities set the rate.

The first is a cone at q = 0. At long wavelengths 𝒯 depends on ω/|q| alone. It departs from its q = 0 value over a frequency range proportional to |q|, so g(q) ≈ g(0) − C|q|. In two dimensions the Fourier transform of |q| falls as R⁻³, which gives an error of order N⁻³.

The second lies on the curve s = s_c. For a narrow common band of width w, 𝒯 is proportional to √((ω − lo)(hi − ω)), and its integral is proportional to w². Hence g has a jump in its second derivative. A simple jump across a smooth curved line gives coefficients of order R^(−3/2), and two more orders of smoothness give R^(−7/2). This error falls as N^(−3.5), faster than that of the cone.

Since q enters through s alone, a mesh-free reference exists:

⟨g⟩ = ∫ds D(s)g(s),  D(s) = 𝒦(1 − (2 − s)²/4)/π²,

where 𝒦(m) is the complete elliptic integral of the first kind with parameter m. Comparing root-mean-square errors for N = 12 to 18 with those for N = 48 to 72 at 300 K gave an observed order of 2.9.

**Pseudocode**

```
input m1,K1,m2,K2,Kc,a,T,N,M   # K2/m2 < K1/m1, N even
x[k],w[k] = Gauss-Legendre nodes, weights on (0,pi)
sum = 0
for i,j in 0..N/2-1:
    s = 2 - cos((i+1/2)*2pi/N) - cos((j+1/2)*2pi/N)
    lo = sqrt(2*K1*s/m1)
    hi = sqrt(K2*(2*s+4)/m2)
    if hi <= lo: continue
    for k in 1..M:
        om = lo + (hi-lo)*(1-cos(x[k]))/2
        for side in 1,2:
            y = (m*om^2 - 2*K*s)/(2*K)    # 1 - cos(theta)
            z = K*(y + i*sqrt(y*(2-y)))
        tr = 4*Im(z1)*Im(z2)/|z1+z2-z1*z2/Kc|^2
        b = hbar*om/(2*kB*T)
        c = kB*(b/sinh(b))^2
        sum += w[k]*(hi-lo)/2*sin(x[k])*c*tr/(2pi)
return sum/((N/2)^2*a^2)
repeat with 2N until G settles at the lowest T wanted
```

**Cost and stability**

The work is the number of open chains times M. At N = 128 and M = 128, with 18% of the zone open, this is about 10⁵ evaluations of (2). A real-space cell with n atoms per layer instead needs dense matrix operations costing of order n³ at each frequency.

The subtractions in y and 2 − y lose some digits near a band edge, but sin θ is small there and so is the contribution to the integral. The Gauss nodes never fall on the edge itself. For very large b, set c to zero before sinh overflows.

**Worked example**

The parameters are rough and imitate an epitaxial silicon/germanium contact: a = 0.27 nm, masses 28 and 73 u, K₁ = 35, K₂ = 30 and K_c = 32 N/m. Then ρ = (30/73)/(35/28) = 0.329 and s_c = 0.98.

Take q_xa = q_ya = 0.5, so that s = 2 − 2cos 0.5 = 0.2448. The on-site springs are 17.14 and 14.69 N/m. The left band covers 3.056–9.252 THz and the right band 1.752–5.305 THz, so the chain conducts between 3.056 and 5.305 THz. At the midpoint, 4.180 THz, (3) gives cos θ₁ = 0.787 and cos θ₂ = −0.149. In N/m,

z₁ = 7.5 + 21.6i,  z₂ = 34.5 + 29.7i,  z₁ + z₂ − z₁z₂/K_c = 53.9 + 21.1i,

𝒯 = 4 × 21.6 × 29.7/(53.9² + 21.1²) ≈ 0.77.

At 300 K this chain carries 19.9 pW/K. Since c ≤ k_B and 𝒯 ≤ 1, it could carry at most k_B × 2.249 THz = 31 pW/K.

The average over all chains gives G = 28.7 MW/(m²K). The acoustic transmission at normal incidence is 0.96, so little is reflected there although the impedances differ by a factor of 1.5. The main limits lie elsewhere. With perfect transmission in its whole band, the right crystal would carry 393 MW/(m²K). Dropping the 82% of the in-plane zone that is closed leaves 106, keeping only the common band of each open chain leaves 46, and partial reflection within those bands brings the value down to 28.7.

**Mesh failure at low temperature**

Errors relative to the mesh-free reference are:

N = 16: −0.45% at 300 K, −58% at 10 K
N = 32: −0.05% at 300 K, −8.8% at 10 K
N = 128: −0.0006% at 300 K, −0.12% at 10 K

At low temperature the carriers sit within a few q_th of the zone centre, where q_th a = k_BT/(ħ√(K₁/m₁)). At 10 K this is 0.048, while the nearest points of the N = 16 mesh lie at |q|a = √2 π/16 = 0.28, almost six times as far out, so the mesh samples only the outer tail of the conducting disc. A mesh that settles at 300 K may therefore fail when reused in the cold. In the long-wavelength regime the relative error depends on the product NT, so halving T requires doubling N.

The same scaling gives the low-temperature law. Frequency and both components of q scale with T, while 𝒯 depends on their ratio; one frequency and two wavevector integrations give G ∝ T³. The reference integral gave G(5 K)/G(2.5 K) = 7.997, against 8.

At high temperature c → k_B and G tends to 29.7 MW/(m²K). The 300 K value is 3.5% lower; at 100 K, G is 22.0 MW/(m²K).

**Which temperature difference**

Equation (1) refers to the temperatures of the incoming phonons. It stays finite even without an interface, when it equals the ballistic conductance of the crystal. These ballistic values are G_L = 596 and G_R = 393 MW/(m²K) here.

Suppose instead that local temperatures are wanted, defined as flux-weighted means over incoming and outgoing phonons. Measure temperatures from that of the right reservoir. On the left the incoming value is ΔT and the mean outgoing value is ΔT(1 − G/G_L); on the right they are 0 and ΔT G/G_R. The local difference is

ΔT_loc = ΔT[1 − G/(2G_L) − G/(2G_R)],

1/G_loc = 1/G − 1/(2G_L) − 1/(2G_R).

Without an interface G = G_L = G_R and this resistance vanishes, as it should. In the example G_loc = 30.5 MW/(m²K), 6% above G. The correction still assumes thermal incoming phonons, which a crystal carrying a heat current supplies only approximately.

**Relation to a real contact**

Tripling G for three polarizations gives 86 MW/(m²K). This is an estimate, because a scalar model has neither mode conversion nor distinct longitudinal and transverse speeds. At 0.1 MW/cm² the temperature step would be 10⁹/(86×10⁶) ≈ 12 K. The model's top frequencies, 15.1 and 8.7 THz, and its sound speeds, 7.4 and 4.2 km/s, are of the right size for silicon and germanium. Its conductance is low: harmonic atomistic calculations for a sharp contact give roughly a few hundred MW/(m²K) at room temperature. Real contacts also break the assumption of a sharp plane. Giving each of the two interface layers a random half-and-half mixture of the masses, with springs unchanged, raised G for one polarization from 28.3 to 58.3 MW/(m²K). This used 6×6 cells and four arrangements with a spread of 1.4; other arrangements and cells up to 12×12 shift the mean by up to about 2. In this model the main cause is that disorder lets a phonon change q as it crosses. A left phonon with no partner of equal q and ω on the right can then still pass, mostly into right-hand states that likewise have no partner on the left. This route supplies about 24 MW/(m²K), and left phonons that do have a partner add about 6 by passing into partnerless right-hand states, while transmission at unchanged q stays near 27. The size of the gain reflects how many states lack a partner in this scalar lattice; it is not a prediction of the gain at a real silicon/germanium contact.

The other changes were made one at a time, for one polarization at 300 K. A 10% stiffer right crystal, a rough allowance for misfit strain, gives 33.8 MW/(m²K). Halving K_c gives 22.1, and reducing it tenfold gives 2.4. Inelastic scattering could also open closed channels. If warming an incoming beam never reduces the outgoing energy flux, G cannot exceed the smaller ballistic value, 393 MW/(m²K). That ceiling is far above G, so it does not show that inelastic transport is negligible. The numerical output lists the remaining values.

Computed results

```
lattice constant 0.27 nm; masses 28, 73 u
springs left, right, interface: 35, 30, 32 N/m
top frequency left, right: 15.13, 8.67 THz
sound speed left, right: 7408, 4248 m/s
acoustic transmission, normal incidence: 0.9607
same from chain at low frequency: 0.9607
closing value s_c: 0.9796
open share of in-plane zone: 0.1803
peak transmission at 0.9 s_c, 1.1 s_c: 0.129, 4.7e-08
example chain qx a = qy a = 0.5: s = 0.2448
  on-site springs left, right: 17.14, 14.69 N/m
  left band: 3.056 to 9.252 THz
  right band: 1.752 to 5.305 THz
  transmission at 4.180 THz: 0.7650
  conductance at 300 K: 19.850 pW/K
supercell 4x3 vs chains, largest error: 1.9e-07
joined chains, s=0.3, 100 K: 11.9708 pW/K
Landauer, same chain: 11.9698 pW/K
mesh N: G at 300 K (MW/m2K), rel. error; rel. error at 10 K
     4: 16.6122, -4.2e-01; -1.0e+00
     8: 27.7312, -3.2e-02; -9.9e-01
    16: 28.5303, -4.5e-03; -5.8e-01
    32: 28.6444, -5.0e-04; -8.8e-02
    64: 28.6571, -5.5e-05; -9.6e-03
   128: 28.6585, -6.3e-06; -1.2e-03
mesh-free reference, 300 K: 28.6587 MW/m2K
mesh-free reference, 10 K: 0.1560 MW/m2K
observed order of mesh error: 2.93
shift, 64 to 128 frequency nodes: 8.2e-15
G(5 K)/G(2.5 K): 7.997
G at 100 K: 22.04 MW/m2K
G at 400 K: 29.10 MW/m2K
classical limit of G: 29.69 MW/m2K
three polarizations, 300 K: 86.0 MW/m2K
  resistance: 11.631 m2K/GW
  step at 0.1 MW/cm2: 11.63 K
neglected effects, one polarization, 300 K, MW/m2K:
  ballistic left, right: 596.4, 392.7
  inelastic ceiling: 392.7
  G for local temperatures: 30.50
  right crystal 10% stiffer: 33.75
  interface spring halved: 22.10
  interface spring one tenth: 2.40
  6x6 supercell, sharp: 28.33
  6x6 supercell, mixed: 58.27 (spread 1.40)
```
